\section*{All Thickness Gradients of a Multilayer Thermal Emitter from One Sweep}

\section{A hundred slopes for less than one extra value}

A stack of 100 layers takes 4.48 ms to evaluate at 200 photon energies. Finding how its reflectance responds to each thickness by changing one layer at a time takes 564 ms. Another calculation returns the reflection and all 100 thickness slopes in 8.00 ms, so the slopes cost less than a second evaluation of the stack. In these timings the layers have indices 1.5 and 2.2 alternately and random thicknesses between 50 and 150 nm, and they lie on a metal. The energies run from 0.3 to 1.5 eV in s polarisation at $\cos\theta=0.8$.

The slow figure is easy to understand. One evaluation passes through $N$ layers, and a one-sided difference gradient needs $N+1$ evaluations, hence $N(N+1)$ layer steps. For $N=100$ this predicts $101\times4.48\approx452$ ms; the measured time is a quarter longer.

Differences also require a step $h$. If the function $f$ carries a rounding error of size $\eta$, a one-sided difference has an error of about $h|f''|/2+2\eta/h$. The minimum, at $h=2\sqrt{\eta/|f''|}$, is $2\sqrt{\eta|f''|}$, so about half the available digits are lost when $f$, its slope and its curvature are of order one in the chosen units. A small slope loses more. Both defects come from treating the stack as a black box.

\section{What one evaluation already contains}

Let $z$ increase into the emitter and fields vary as $\exp(-i\omega t+ik_0x\sin\theta)$, with $k_0=\omega/c$. The layers are homogeneous, isotropic and nonmagnetic, with permittivity $\varepsilon_j$ and $\operatorname{Im}\varepsilon_j\ge0$. With the magnetic field $\mathbf h$ multiplied by the vacuum impedance, Maxwell's equations are
\begin{equation}
\nabla\times\mathbf E=ik_0\mathbf h,\qquad
\nabla\times\mathbf h=-ik_0\varepsilon\mathbf E .
\end{equation}
Define $q=\sqrt{\varepsilon-\sin^2\theta}$ with $\operatorname{Im}q\ge0$.

For s polarisation take $E=E_y$ and $H=-h_x$. The $x$ component of the first equation gives $E'=ik_0H$, and its $z$ component gives $h_z=\sin\theta\,E$. The $y$ component of the second then gives $H'=ik_0(\varepsilon-\sin^2\theta)E$. For p polarisation take $E=E_x$ and $H=h_y$. The second equation gives $H'=ik_0\varepsilon E$ and $E_z=-\sin\theta\,H/\varepsilon$, so the first gives $E'=ik_0(1-\sin^2\theta/\varepsilon)H$. Both cases read
\begin{equation}
\psi'=ik_0K\psi,\quad
\psi=\begin{pmatrix}E\\H\end{pmatrix},\quad
K=\begin{pmatrix}0&q/Y\\qY&0\end{pmatrix},
\end{equation}
with $Y=q$ for s and $Y=\varepsilon/q$ for p.

Number the layers from the vacuum side and let $\psi_j$ be the field at the lower face of layer $j$. Tangential fields are continuous, so $\psi_{j-1}=M_j\psi_j$ with $M_j=e^{-ik_0K_jd_j}$. Because $K_j^2=q_j^2I$, the exponential series separates into even and odd powers:
\begin{equation}
M_j=\begin{pmatrix}\cos\phi_j&-i\sin\phi_j/Y_j\\
-iY_j\sin\phi_j&\cos\phi_j\end{pmatrix},\quad \phi_j=k_0q_jd_j .
\end{equation}
Its determinant is $\cos^2\phi_j-(-i)^2\sin^2\phi_j=1$. The half-space below carries a wave travelling or decaying downwards, so the sweep starts from $\psi_N=(1,Y_s)^T$, where $Y_s$ is its admittance.

In vacuum an incident amplitude $a$ gives $E_0=a(1+r)$ and $H_0=Y_0a(1-r)$. Adding and subtracting these gives
\begin{equation}
S\equiv Y_0E_0+H_0=2Y_0a,\qquad r=\frac{Y_0E_0-H_0}{S}.
\label{r}
\end{equation}

\section{Ordering the product, and then avoiding the second sweep}

Only $M_j$ depends on $d_j$, provided the permittivities do not change with thickness. Since $dM_j/dd_j=-ik_0K_jM_j$,
\begin{equation}
\frac{\partial\psi_0}{\partial d_j}
=M_1\cdots M_{j-1}(-ik_0K_j)\psi_{j-1}.
\end{equation}
This removes the finite step but not the quadratic cost, if the product on the left is rebuilt for every $j$. The remedy is to begin with the scalar we want. Differentiating $rS=Y_0E_0-H_0$ gives
\begin{equation}
dr=\lambda_0\,d\psi_0,\qquad
\lambda_0=\frac{1}{S}\bigl(Y_0(1-r),\,-(1+r)\bigr).
\end{equation}
The row vectors $\lambda_j=\lambda_{j-1}M_j$ need one matrix multiplication each, and
\begin{equation}
\frac{\partial r}{\partial d_j}=\lambda_{j-1}(-ik_0K_j)\psi_{j-1}.
\label{adj}
\end{equation}
One upward sweep for $\psi$ and one downward sweep for $\lambda$ now supply every slope. This is the adjoint method in its general form.

The second sweep repeats known information. From (\ref{r}), $1-r=2H_0/S$ and $1+r=2Y_0E_0/S$, hence
\begin{equation}
\lambda_0=\frac{2Y_0}{S^2}(H_0,-E_0)=\frac{2Y_0}{S^2}\psi_0^TJ,
\quad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\end{equation}
Multiplying out a $2\times2$ matrix shows that $M^TJM=(\det M)J$. With $\det M_j=1$,
\begin{equation}
\psi_{j-1}^TJM_j=\psi_j^TM_j^TJM_j=\psi_j^TJ .
\end{equation}
By induction $\lambda_j=2Y_0(H_j,-E_j)/S^2$ for every $j$: the adjoint field is the original field with its components exchanged and one sign reversed. Inserting this in (\ref{adj}) gives
\begin{align}
\frac{\partial r}{\partial d_j}
&=-\frac{2ik_0Y_0}{S^2}\left(\frac{q_j}{Y_j}H^2-q_jY_jE^2\right)\nonumber\\
&=\frac{2ik_0Y_0q_j}{S^2}\left(Y_jE^2-\frac{H^2}{Y_j}\right).
\label{slope}
\end{align}
The squares are complex squares, without conjugation. The fields may be taken at either face of the layer, because
\begin{equation}
\frac{d}{dz}\left(YE^2-\frac{H^2}{Y}\right)
=2ik_0qEH-2ik_0qEH=0 .
\end{equation}

The algorithm is therefore to sweep upwards, store $N$ field pairs, form $S$, and evaluate (\ref{slope}) once per layer. Time and storage are both proportional to $N$. From 25 to 200 layers the time for value and gradient rises from 1.31 to 15.60 ms, an apparent exponent of 1.19. The cause of the excess over one was not examined. Difference gradients between 25 and 100 layers give an exponent of 2.08.

The slopes were compared with central differences of an independent solution that matches waves at all interfaces. The comparison used the eight-layer starting stack described below, energies of 0.3, 0.8 and 1.4 eV, $\cos\theta=0.9$ and 0.4, and both polarisations. With steps of 0.01 nm the largest discrepancy was $2.3\times10^{-6}$ of the largest slope in the same condition.

\section{What a slope means}

Write $E=A+B$ and $H=Y(A-B)$, where $A$ travels down and $B$ up. Then $YE^2-H^2/Y=Y[(A+B)^2-(A-B)^2]=4YAB$. For unit incident amplitude $S=2Y_0$, and (\ref{slope}) becomes
\begin{equation}
\frac{\partial r}{\partial d_j}=2ik_0q_j\frac{Y_j}{Y_0}A_jB_j .
\label{ab}
\end{equation}
The thickness of a layer influences the reflection through the product of its two waves, and without a returning wave the thickness slope vanishes.

Two limits show this. If the top layer has the properties of vacuum, then $Y_1=Y_0$ and $A_1B_1=r$, so $\partial r/\partial d_1=2ik_0q_1r$. Its solution $r\propto e^{2ik_0q_1d_1}$ is the phase of a round trip. If instead the layer absorbs strongly, let $\rho$ be the reflection amplitude at its lower face. At the upper face $B=A\rho e^{2ik_0qd}$, so the slope falls as $e^{-2k_0d\operatorname{Im}q}$. A search started with thick metal films therefore finds almost no gradient in them or in anything beneath them. This plateau belongs to the physics, and more accurate derivatives do not remove it.

In the same limit the unnormalised fields grow upwards as $e^{k_0d\operatorname{Im}q}$ and can eventually overflow. Formula (\ref{slope}) contains only $E/S$ and $H/S$, so a common rescaling of all stored fields leaves the slopes unchanged. In one very thick layer the sine and cosine overflow by themselves, and their growing exponential must be factored out first. Rounding also makes the two faces unequal: at the upper face of a thick absorbing layer the bracket in (\ref{slope}) is a small difference of large terms, so the fields at the lower face give the more accurate slope.

\section{From reflection to thermal emission}

The emitter has one temperature and its half-space is opaque. Reciprocity links its emission to $r$. In s polarisation let $u(z)$ be the field produced by a unit incident wave, and let $v(z)$ be the solution that equals $e^{-ik_0Y_0z}$ in vacuum. A sheet source obeying $E''+k_0^2q^2E=\delta(z-z')$ produces $v(z)u(z')/W$ above itself, with $W=vu'-v'u$. In vacuum $u=e^{ik_0Y_0z}+re^{-ik_0Y_0z}$, which gives $W=2ik_0Y_0$. The radiated amplitude is thus $u(z')/(2ik_0Y_0)$: a sheet radiates in proportion to the field that an incident wave would produce at its position.

Thermal currents at different depths are uncorrelated, with mean square $C\operatorname{Im}\varepsilon$, where $C$ depends on frequency and temperature. Their outgoing flux is
\begin{equation}
Y_0\int\frac{C\operatorname{Im}\varepsilon\,|u|^2}{4k_0^2Y_0^2}\,dz
=\frac{C}{4k_0^3}\left[\frac{k_0}{Y_0}\int\operatorname{Im}\varepsilon\,|u|^2dz\right].
\end{equation}
The bracket is the absorbed fraction, because $d\operatorname{Re}(EH^*)/dz=-k_0\operatorname{Im}\varepsilon\,|E|^2$ and the incident flux is $Y_0$. A perfect absorber must emit as a black body, which fixes the prefactor, so the emittance is $e=1-|r|^2$. The same law is used for p polarisation on the assumption of reciprocity. Differentiating $rr^*$ gives
\begin{equation}
\frac{\partial e}{\partial d_j}
=-2\operatorname{Re}\left(r^*\frac{\partial r}{\partial d_j}\right).
\end{equation}
With unequal layer temperatures the depth integral would need local weights, and $r$ alone would no longer suffice.

\section{An objective with a price on heat}

For a cell of gap $E_g$, let each photon above the gap deliver energy $E_g$ and each photon below it deliver nothing. Let $b(E)$ be the power that a black body radiates into the hemisphere per unit area and unit photon energy, and let $\bar e(E)$ be the emittance averaged over polarisation and over angle with weight $2\cos\theta\,d(\cos\theta)$. Then
\begin{equation}
F=P_{\rm use}-cP_{\rm tot}
=\int b\,\bar e\left[\frac{E_g}{E}\Theta(E-E_g)-c\right]dE .
\end{equation}
The number $c$ is the price of emitted heat in units of useful power. The bracket is positive for $E_g<E<E_g/c$, so the ideal emitter is black there and dark elsewhere. Without a price, maximising $P_{\rm use}$ would put no penalty on emission below the gap.

The integral becomes a weighted sum over 72 energies between 0.02 and 3 eV, 5 angles and 2 polarisations. With fixed weights, the same weighted sum of $\partial e/\partial d_j$ is the gradient of the discretised $F$.

\section{Eight layers at 1500 K}

Take $E_g=0.6$ eV and $c=0.4$, which puts the ideal band between 0.6 and 1.5 eV. The dielectrics are lossless, with indices 1.5 and 2.2. The films and the half-space are a Drude metal, $\varepsilon=1-E_p^2/[E(E+i\Gamma)]$, with $E_p=7$ eV and $\Gamma=0.3$ eV. Dielectric thicknesses may range from 10 to 300 nm and metal films from 3 to 20 nm.

\begin{center}
\begin{tabular}{llrrr}
Layer & Material & Start & $\partial F/\partial d$ at start & Best\\
 & & (nm) & (kW/m$^2$/nm) & (nm)\\
1 & low index & 100 & $-0.043$ & 42.9\\
2 & high index & 100 & $-0.167$ & 122.3\\
3 & metal & 5 & $4.125$ & 20.0\\
4 & low index & 100 & $-0.059$ & 10.0\\
5 & high index & 100 & $-0.110$ & 231.5\\
6 & metal & 5 & $1.464$ & 20.0\\
7 & low index & 100 & $-0.021$ & 15.9\\
8 & high index & 100 & $-0.019$ & 200.5
\end{tabular}
\end{center}

The metal slopes are much larger per nanometre. At normal incidence the material factor $q_jY_j$ in (\ref{ab}) equals $\varepsilon_j$. At 0.8 eV this is about $-66+25i$ for the metal, against 2.25 and 4.84 for the dielectrics; the product $A_jB_j$ also differs between layers. The search therefore uses thicknesses divided by 5 nm for metal and 100 nm for dielectric. In these units the slopes of layers 3 and 2 are $4.125\times5\approx20.6$ and $-0.167\times100\approx-16.7$ kW/m$^2$, which are comparable.

A bounded quasi-Newton search was run from ten starts, and the best result was refined, with 299 evaluations of value and gradient in all. One-sided differences along the same path would have needed $299\times9=2691$ sweeps. The final values of $F$ ranged from $-12.9$ to $-0.9$ kW/m$^2$, and the start in the table led to $-2.3$. The best design, in the last column of the table, was reached from another, random start. Fast gradients make many starts affordable, but they do not turn a local search into a global one.

For the best design,
\begin{equation}
F=45.04-0.4\times114.82=-0.89\ {\rm kW/m^2}.
\end{equation}
The starting stack had $50.24-0.4\times182.77=-22.87$ kW/m$^2$. Compared with it, the best design gives up 5.2 kW/m$^2$ of useful power and avoids 68 kW/m$^2$ of emitted heat, and $P_{\rm use}/P_{\rm tot}$ is 0.392 instead of 0.275. A grid of 200 energies and 14 angles gives $F=-0.905$ for the same design, against $-0.890$ on the search grid, so values from the search grid are not reliable in the second decimal.

The negative sign matters. A perfect mirror emits nothing and has $F=0$, so at this price the best stack found is worse than no emission. It does improve on the bare metal, at $-4.36$ kW/m$^2$, but remains far below the ideal bound of 31.3 kW/m$^2$. Its break-even price is its power ratio, 0.392. With the design held fixed and $c=0.3$, $F$ would be $45.0-34.4=10.6$ kW/m$^2$.

The spectrum departs from the ideal on both sides of the gap. The hemispherical emittance is 0.70 at 0.7 eV and 0.83 at 0.9 eV, but only 0.22 at 1.2 eV, inside the ideal band. Below the gap it is still 0.28 at 0.4 eV, three times the bare-metal value of 0.09. At 0.8 eV and normal incidence the emittance is 0.987, of which the upper film supplies 0.554, the lower film 0.405 and the half-space 0.028. There the thin films are the main emitters, and the dielectrics shape the field within them.

Both metal films end at their upper limit and layer 4 at its lower limit. The result is thus a constrained optimum, and the limits are part of the design problem. The projected gradient, which discards components pointing out of the allowed range, is below $10^{-7}$ kW/m$^2$ in the scaled units. None of 200 nearby designs with random 1\% thickness errors was better, and their mean loss was 0.03 kW/m$^2$. Errors that crossed a limit were set back to it. Designs beyond a limit can be better, so this test supports the optimum only within the limits and does not give a manufacturing tolerance.

\section{The model beside a real emitter}

A temperature of 1500 K and a gap of 0.6 eV are plausible for thermophotovoltaics with a low-gap semiconductor cell. The metal is more schematic: hot refractory metals also have interband absorption, and their damping changes with temperature. The lossless dielectrics are schematic too: real oxides absorb through lattice vibrations at the low end of the energy range, which can add emission below the gap. Films of 20 nm or less may scatter electrons at their surfaces, break up or react at 1500 K. A thickness-dependent permittivity would add a term containing $\partial\varepsilon_j/\partial d_j$ to (\ref{slope}). The size of these effects on $F$ has not been calculated here. A real cell also delivers less than $E_g$ per photon. Even at $0.7E_g$, which is about the radiative limit for a cell at 300 K under this photon flux, the useful power of this fixed design would fall from 45 to 32 kW/m$^2$ and the power ratio from 0.39 to 0.27. A cell that reflects photons below the gap back to the emitter would act in the other direction by reducing the net heat loss. The ratio 0.39 is therefore a spectral efficiency of the model, not a predicted device efficiency.

\section*{Numbers as computed}
\begin{verbatim}
temperature 1500 K, gap 0.6 eV, heat price 0.4
indices 1.5, 2.2; plasma 7.0 eV, damping 0.3 eV
quadrature points (energy x angle x polarisation): 720
largest reflection error against boundary matching: 1.4e-15
largest relative slope error, stored-field form: 2.3e-06
largest relative slope error, wave-product form: 2.3e-06
relative difference from general adjoint sweep: 1.6e-15
relative error of exchanged-field adjoint: 1.3e-15
relative error of source reciprocity: 1.5e-15
layer: start nm | gradient, difference in kW/m^2/nm | optimum nm
 1 low  : 100 | -0.043000, -0.043000 | 42.93
 2 high : 100 | -0.166658, -0.166658 | 122.25
 3 metal: 5 | 4.125441, 4.125436 | 20.00
 4 low  : 100 | -0.059353, -0.059353 | 10.00
 5 high : 100 | -0.109726, -0.109726 | 231.51
 6 metal: 5 | 1.463653, 1.463656 | 20.00
 7 low  : 100 | -0.020771, -0.020771 | 15.86
 8 high : 100 | -0.019036, -0.019036 | 200.49
emitter: P_use, P_tot, F in kW/m^2 | P_use/P_tot
 black body: 65.196, 287.011, -49.608 | 0.2272
 bare metal: 6.092, 26.123, -4.357 | 0.2332
 start: 50.240, 182.772, -22.868 | 0.2749
 optimum: 45.036, 114.816, -0.890 | 0.3922
 optimum, fine grid: 44.991, 114.739, -0.905 | 0.3921
ideal bound on F: 31.275 kW/m^2; ideal band 0.6 to 1.50 eV
starts 10, evaluations with gradient 299
F from the listed start: -2.251 kW/m^2
lowest and highest final F: -12.892, -0.890 kW/m^2
largest projected scaled gradient (kW/m^2): 1.8e-08
mean loss of F for 1 % random thickness errors: 0.0264 kW/m^2
hemispherical emittance: energy eV | bare metal, optimum
 0.20 | 0.0856, 0.2048
 0.40 | 0.0933, 0.2753
 0.55 | 0.0942, 0.4108
 0.70 | 0.0940, 0.6954
 0.90 | 0.0931, 0.8318
 1.20 | 0.0915, 0.2173
 1.50 | 0.0898, 0.1564
 2.00 | 0.0875, 0.3672
normal emittance at 0.8 eV: 0.9871
 from upper film 0.5544, lower film 0.4052, half-space 0.0275
time, 25 layers: value 0.99 ms, value and gradient 1.31 ms
time, 100 layers: value 4.48 ms, value and gradient 8.00 ms
time, 200 layers: value 9.72 ms, value and gradient 15.60 ms
difference gradient, 25 and 100 layers: 31.3, 564.1 ms
measured time exponents: adjoint 1.19, differences 2.08
\end{verbatim}
